# Does faster-than-cubic thermal conductivity prove phonon Poiseuille flow?

**The argument under review**

The argument concerns a thin crystalline rod at a few kelvin. Its thermal conductivity \(\kappa\) rises locally as \(T^{3.4}\). The author reasons that phonons which meet only the walls have a fixed mean free path, that the heat capacity of a crystal is cubic in \(T\) at low temperature, and that wall-limited conduction must therefore give \(T^3\). The surplus is assigned to a path that grows on heating. Such growth is expected when frequent momentum-conserving collisions shield phonons from the walls, which is Poiseuille flow.

The weak point is the second premise. The crystal has low-lying soft modes, so the question is what a strictly fixed path predicts when they are present. I use the local exponent

\[
p=\frac{d\ln\kappa}{d\ln T}.
\]

**What a fixed path means**

Take a long round rod of diameter \(D=2R\) along \(z\), with isotropic phonon branches and no collisions inside. The walls are diffuse: phonons leave them with the equilibrium distribution at the local temperature. Let \(n\) be the Planck occupation, \(v\) the group speed, \(\theta\) the angle between the velocity and the axis, and \(n+\phi\) the actual occupation. To first order in the gradient \(T'=dT/dz\), along a ray of arc length \(s\),

\[
\frac{d\phi}{ds}=-\cos\theta\,\frac{\partial n}{\partial T}\,T' .
\]

Since \(\phi=0\) where the ray leaves the wall, \(\phi=-s\cos\theta\,(\partial n/\partial T)T'\), with \(s\) the distance back to the wall. The energy flux carries another factor \(v\cos\theta\). Averaging over directions and over the cross-section gives

\[
\kappa=\frac L3\sum\int\frac{q^2dq}{2\pi^2}\,c\,v,\qquad
L=3\langle s\cos^2\theta\rangle ,
\]

where the sum runs over branches and \(c=\hbar\omega\,\partial n/\partial T\) is the heat capacity of one mode.

The length \(L\) is pure geometry. If \(t\) is the projection of the ray on the cross-section, then \(s=t/\sin\theta\). This cancels the \(\sin\theta\) of the solid angle, and \(\int_0^\pi\cos^2\theta\,d\theta=\pi/2\). For one projected direction, divide the disk into parallel chords of length \(2\sqrt{R^2-b^2}\), where \(b\) is the distance from the centre. Integrating \(t\) along a chord gives half its length squared, so

\[
\int t\,dA=\int_{-R}^{R}2(R^2-b^2)\,db=\frac{8R^3}{3}.
\]

All projected directions together supply a factor \(2\pi\), hence

\[
L=\frac{3}{4\pi(\pi R^2)}\cdot\frac{\pi}{2}\cdot2\pi\cdot\frac{8R^3}{3}=2R=D .
\]

The path is the same for every branch and every frequency. This is the premise of the argument in its strongest form.

**Counting moving carriers**

With \(x=\hbar\omega/kT\), where \(k\) is Boltzmann's constant,

\[
c=k\,h(x),\qquad h(x)=\frac{x^2e^x}{(e^x-1)^2}.
\]

On a branch whose frequency rises with \(q\), \(v\,dq=d\omega\). The group speed therefore drops out:

\[
\kappa=\frac{kD}{6\pi^2}\int M(\omega)\,h\,d\omega,\qquad
M(\omega)=\sum q^2(\omega).
\]

The function \(M\) counts the channels that carry heat at frequency \(\omega\); a branch contributes only where it has modes. Substituting \(\omega=xkT/\hbar\) gives \(\kappa\propto T\int M(xkT/\hbar)\,h(x)\,dx\). For a temperature-independent spectrum and continuous \(M\), differentiation yields

\[
p-3=\frac{\int h\,(\omega M'-2M)\,d\omega}{\int hM\,d\omega}.
\]

Sound branches with \(\omega=vq\) have \(M\propto\omega^2\), so the numerator vanishes and \(p=3\). Wherever \(M\) grows faster than \(\omega^2\), the contribution is positive, although no path has changed.

Now add \(g\) soft branches,

\[
\omega^2=\omega_0^2+u^2q^2 ,
\]

with gap \(\omega_0\) and limiting speed \(u\). With \(S=\sum v^{-2}\) over the acoustic branches,

\[
M=S\omega^2+\frac{g}{u^2}(\omega^2-\omega_0^2)\quad(\omega>\omega_0),
\]

and \(M=S\omega^2\) below the gap. Therefore \(\omega M'-2M\) is zero below the gap and \(2g\omega_0^2/u^2\) above it. Define \(a=\hbar\omega_0/kT\), \(r=g/(u^2S)\) and

\[
H(a)=\int_a^\infty h\,dx,\qquad
J(a)=\int_a^\infty(x^2-a^2)h\,dx .
\]

Taking out the common factor \(S(kT/\hbar)^3\) leaves

\[
p-3=\frac{2r\,a^2H(a)}{J(0)+rJ(a)} .
\]

Every factor is positive, so \(p>3\) at every nonzero temperature in this continuum model with a fixed gap. The excess vanishes at both ends: for \(a\to\infty\) the soft modes are frozen out, and for \(a\to0\) they behave as additional sound branches.

The integrals follow from \(e^x/(e^x-1)^2=\sum_{j\ge1}j\,e^{-jx}\) and repeated integration by parts:

\[
H=\sum_{j\ge1}e^{-ja}\left(a^2+\frac{2a}{j}+\frac{2}{j^2}\right),
\]

\[
J=\sum_{j\ge1}e^{-ja}\left(\frac{2a^3}{j}+\frac{10a^2}{j^2}+\frac{24a}{j^3}+\frac{24}{j^4}\right).
\]

In \(J\) the terms in \(a^4\) have cancelled. At \(a=0\), \(J(0)=24\sum j^{-4}=4\pi^4/15\).

**Why heat capacity alone is not the answer**

It would be tempting to repair the argument by saying that \(\kappa\) follows \(C\). The soft branches do make \(C\) faster than cubic. From \(q^2dq=\omega\sqrt{\omega^2-\omega_0^2}\,d\omega/u^3\),

\[
C_{\rm soft}=\frac{gk}{2\pi^2u^3}\left(\frac{kT}{\hbar}\right)^3
\int_a^\infty x\sqrt{x^2-a^2}\,h\,dx ,
\]

and the integral grows as \(a\) falls. But conduction weights each mode by its speed, here \(v=u\sqrt{1-\omega_0^2/\omega^2}\), which vanishes at the gap.

A nearly flat branch shows the difference. Replace the soft pair by two branches that start at 8 meV and rise by only 0.1 meV, following a cosine out to \(q=\pi/b\) with \(b=0.39\) nm. With the acoustic speeds of the example below, numerical integration at 6.0 K gives a heat-capacity exponent of 3.62 but \(p=3.002\). The additional modes store heat and barely carry it. The correct objection to the argument is therefore that soft modes can add moving carriers, not merely heat capacity.

**Numbers for a soft crystal**

I take \(D=10\) µm, two transverse branches at 5 km/s, one longitudinal branch at 8 km/s, and two soft branches with \(u=5\) km/s and a gap of 2 meV, equivalent to 23.2 K. These are rough values in the regime of strontium titanate at low temperature, not a fit. Since \(p\) depends on temperature only through \(a\), a different fixed gap shifts the temperatures at which given exponents occur in proportion to the gap. In units of (km/s)\(^{-2}\), \(S=2/25+1/64=0.0956\) and \(g/u^2=0.0800\), so \(r=0.837\).

| \(T\) (K) | \(\kappa\) (W/(m K)) | \(p\) | exponent of \(C\) |
|---|---|---|---|
| 2 | 0.104 | 3.01 | 3.03 |
| 4 | 0.904 | 3.29 | 3.40 |
| 6 | 3.53 | 3.40 | 3.44 |
| 10 | 19.7 | 3.29 | 3.25 |
| 20 | 180 | 3.11 | 3.08 |

A numerical search puts the largest exponent at 6.0 K, where \(a=3.865\), \(H=0.526\) and \(J=8.05\). With \(J(0)=25.98\),

\[
p-3=\frac{2(0.837)(3.865)^2(0.526)}{25.98+0.837(8.05)}
=\frac{13.1}{32.7}=0.40 .
\]

The soft branches carry only \(0.837(8.05)/32.7\), or 21 percent, of the heat. They matter for the exponent because their share is rising quickly. The exponent exceeds 3.2 from 3.4 to 13.5 K, a factor of about four in temperature. The reported \(T^{3.4}\) thus appears with every path fixed at 10 µm.

**What the hydrodynamic reading predicts**

A fair comparison needs the rival worked out in the same rod. Consider a phonon gas with one speed \(v\), cubic heat capacity, and collisions of path \(l\) that conserve momentum. Write \(\phi=-T'(\partial n/\partial T)\Phi\), so that \(\Phi\) is a length. Collisions relax the gas towards a drifting Planck distribution. For \(\omega=vq\) its deviation from rest has the same frequency dependence as \(\partial n/\partial T\), so it corresponds to \(\Phi=U\cos\theta\), where \(U\) depends on the distance \(\rho\) from the axis. In the relaxation-time approximation,

\[
\frac{d\Phi}{ds}=\cos\theta-\frac{\Phi-U\cos\theta}{l},\qquad
U=3\langle\cos\theta\,\Phi\rangle .
\]

The second relation, an average over directions, is momentum conservation. The conductivity is \(\kappa=CvL_{\rm eff}/3\), where \(L_{\rm eff}\) is the average of \(U\) over the cross-section. Without collisions this returns \(L_{\rm eff}=D\).

For \(l\ll D\), iterate the equation away from the wall:

\[
\Phi=\cos\theta\left(U+l-l\frac{dU}{ds}+l^2\frac{d^2U}{ds^2}-\dots\right).
\]

Multiply by \(3\cos\theta\) and average. The first derivative cancels between opposite transverse directions. The second involves \(\langle n_z^2n_x^2\rangle=1/15\), where \(n_x,n_z\) are components of the unit velocity vector. To leading order,

\[
0=l+\frac{l^2}{5}\nabla^2U .
\]

With \(U=0\) at the wall, to leading order in \(l/D\), the solution is \(U=5(R^2-\rho^2)/(4l)\). Its average is

\[
L_{\rm eff}=\frac{5R^2}{8l}=\frac{5D^2}{32\,l}.
\]

This is the Poiseuille limit: the effective path grows when \(l\) shrinks.

Between the two limits, dimensional analysis gives \(L_{\rm eff}=D\,F(l/D)\). Let \(\beta=-d\ln F/d\ln(l/D)\), and assume \(l\propto T^{-m}\). Then

\[
p=3+m\beta,\qquad \frac{d\ln\kappa}{d\ln D}=1+\beta=1+\frac{p-3}{m}.
\]

The second relation is the useful one, because fixed-path conduction has \(\kappa\propto D\) whatever the phonon spectrum.

I solved the equation for \(U\) numerically by expanding in polynomials in \(\rho^2\), and took \(m=5\) as a model choice. The rival reproduces \(p=3.40\) at 6.0 K in the same rod if \(l=12.3\) µm. Its effective path is then 9.8 µm, slightly less than \(D\), and its size exponent is 1.08. So even within the hydrodynamic model, this value of \(p\) does not indicate developed Poiseuille flow, which requires \(l\ll D\). At \(l/D=0.02\) the same model gives \(p=7.6\) and a size exponent of 1.91, close to the limiting value 2.

**Which measurement would decide**

The diameter should be varied at fixed temperature, with the same material and surface finish. At 6.0 K, a 10 percent increase in \(D\) raises \(\kappa\) by 10 percent for the soft-mode rod and by about 10.9 percent for the rival. With \(m=5\), the excess of the size exponent over one is five times smaller than the excess of \(p\) over three, so near onset the test needs accurate diameters and heat flows. The test also works in one direction only. Added resistive scattering can lower the rival's size exponent to one or below; a resistive path of ten diameters brings it to 0.99. Even without such scattering, \(F\) has a minimum near \(l=3.7D\), and for longer \(l\) the exponent \(\beta\) is negative: at \(l=10D\) the size exponent is 0.98 and \(p\) is about 2.9. A size exponent of one or below therefore does not exclude momentum-conserving collisions.

Resistive collisions cannot imitate a size exponent above one when diffuse walls and bulk scattering are unchanged. With a resistive path \(\lambda\) and no momentum-conserving collisions, a ray contributes \(\lambda(1-e^{-s/\lambda})\) in place of \(s\). Since \(s\) scales with \(D\), this is a concave function of \(D\) that starts from zero, and such a function grows no faster than linearly in the logarithmic sense. Rods that differ in roughness or defect density do not meet the condition.

The diameter must also be that of the conducting core. Suppose every rod has a damaged skin of thickness \(d\) that carries no heat. The core conducts in proportion to \((D-2d)^3\), but dividing by the nominal area gives \(\kappa\propto(D-2d)^3/D^2\). For \(d\ll D\) the apparent size exponent is about \(1+6d/D\), or 1.06 for a skin of 100 nm on a 10 µm rod. This is nearly the signal expected from the rival.

Measuring \(C\) as well is useful but less decisive. For isotropic branches, a fixed path implies

\[
\frac{\kappa}{C}\le\frac{v_{\max}D}{3},
\]

because no mode is faster than \(v_{\max}\). A violation would exclude the fixed path in this isotropic model. In an anisotropic crystal it need not, since energy flow focused along the axis can make the average wall-limited path longer than \(D\). A mere rise of \(\kappa/C\) does not exclude a fixed path even in the isotropic model. In the soft-mode rod the mean speed \(3\kappa/(CD)\) is 5.3 km/s at 1 K, 4.9 km/s at 6 K and 5.1 km/s at 20 K. It falls as slow modes near the gap fill and recovers as faster ones join them. At 10 and 20 K the table has \(p\) above the exponent of \(C\), so \(\kappa/C\) is rising there with no hydrodynamics at all.

**How firm is the alternative?**

The soft-mode exponent has its own conditions, sized here at 6.0 K unless stated otherwise, with one change made at a time.

*Gap hardening.* A temperature-dependent gap does not alter the drive in the transport equation: the force from the gap gradient cancels the additional drift term, leaving \(\partial n/\partial T\) at fixed frequency. It does alter how \(a\) varies. From \(\kappa\propto T^3[J(0)+rJ(a)]\), \(J'(a)=-2aH\) and \(da/d\ln T=-a(1-\gamma)\), the excess \(p-3\) acquires the factor \(1-\gamma\), where \(\gamma=d\ln\omega_0/d\ln T\). A gap rising faster than \(T\) would push \(p\) below 3. I used the rough form \(\omega_0^2\propto40\coth(40/T)-36\), with \(T\) in kelvin and 2 meV at zero temperature. It leaves \(p\) at 3.40 at 6 K and lowers it from 3.11 to 3.06 at 20 K.

*Resistive scattering.* If all modes share a resistive path \(\lambda\propto T^{-5}\) and the rates add, \(\kappa\) is divided by \(1+D/\lambda\) and \(p\) falls by \(5D/(D+\lambda)\). The whole excess of 0.40 is lost when \(\lambda=D(5/0.402-1)=114\) µm. For paths longer than about five diameters, adding the rates understates the loss, because resistive collisions first cut the long rays that run nearly along the axis; for \(\lambda\) between one and three diameters it overstates the loss slightly. Averaging the ray contribution \(\lambda(1-e^{-s/\lambda})\) over the rod instead puts the threshold near fourteen diameters. Resistive scattering can thus hide the effect even when its path is somewhat more than ten times the diameter.

*Soft-mode damping.* If the soft branches have a fixed path of only \(0.3D\), \(p\) is 3.14.

*Smooth walls.* Let a fraction \(P=e^{-4\eta^2q^2}\) of phonons, taken as equal for all angles of incidence, reflect specularly from a wall of roughness \(\eta\), which multiplies the path by \((1+P)/(1-P)\). Then \(p\) is 3.32 for \(\eta=5\) nm and 1.6 for 1 nm. The path is no longer fixed, and for the smoother wall this change outweighs the soft modes. These values depend on the assumption about angles. If grazing phonons reflect more specularly, with \(\eta\) multiplied by the cosine of the angle of incidence, rays nearly along the axis make the path diverge in an endless rod. Rod length or bulk scattering then limits it, and \(p\) can fall below 3 even for \(\eta=5\) nm.

*Dispersion and speeds.* Sine-shaped lattice dispersion with a 0.39 nm spacing raises \(p\) slightly, to 3.42. Changing \(u\) to 4 or 7 km/s gives 3.56 or 3.23. This range is a stand-in for anisotropy and for coupling between soft and acoustic branches, which the model omits.

In strontium titanate, a polar soft mode with a gap of a few meV or less at low temperature, hardening on heating, is well established. The isotropic speeds and the identical soft branches are simplifications. The conductivity of bulk crystals peaks at very roughly a few tens of W/(m K) near 20 K, whereas the model rod gives 180 W/(m K) there. Neglecting resistive scattering is thus the assumption most clearly broken. A bulk value of 30 W/(m K) at 20 K corresponds to a resistive path of \(10\cdot30/180\approx1.7\) µm, well below \(D\). If this path grows as \(T^{-5}\) on cooling, it is about 53 µm at 10 K, and adding the rates lowers \(p\) there from 3.29 to about 2.5. For such a crystal the table's exponents at 10 and 20 K, and the upper part of the range with \(p>3.2\), would not be observed. The largest exponent would be 3.35 with rates added, or 3.32 with the ray average, near 5 K, and \(p\) would drop below 3.2 near 7 K, so with these parameters the value 3.4 itself is not quite reached. Structural domain walls can add such scattering at lower temperatures too. The calculation does not establish which mechanism acts in a real crystal.

**Recommendation**

The claim of Poiseuille flow should be withdrawn unless further evidence supports it. The measured exponent is compatible with hydrodynamic conduction, but also with a fixed path and a rising number of mobile soft phonons. The author should calculate the fixed-path conductivity from the phonon dispersion, including group velocities, and measure the diameter dependence under matched surface conditions. A size exponent above one, beyond the experimental error and with the conducting diameter known, would support the hydrodynamic reading in a way that the temperature exponent alone cannot.
